# Trap density from a small capacitance transient, with the junction's edge region: a program that tests the result

```python
"""Trap density from a small capacitance transient in a one-sided n-type junction.

Result under test:
    N_T = 2 N (-dC/C_R) W_R^2 / (x_R^2 - x_P^2)
    x_R = W_R - lam,  x_P = max(W_P - lam_P, 0)
    lam^2   = 2 L^2 [ln(N/n1) - 1]
    lam_P^2 = 2 L^2 [ln(N/n1) - 1 - E1(e_n t_p)]
N: bulk electron density (fixed charge with traps filled); N_T: trap density;
W = eps*A/C: width at reverse (R) or pulse (P) bias; L: Debye length;
e_n, c_n: emission rate and capture coefficient; n1 = e_n/c_n; t_p: pulse length;
dC = C(just after pulse) - C_R(final steady state).
The reference side is a numerical Poisson solution with smooth electron and
trap profiles. Lengths are in L and potentials in kT/q inside the solver.
"""
import numpy as np
from scipy.constants import e as q, k as kB, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.special import exp1

# Chosen model parameters, SI units
temperature = 250.0
eps = 11.7 * epsilon_0
N = 1e21
trap_density = 1e18
area = 1e-6
barrier_R, barrier_P = 6.0, 2.0
emission_rate = 50.0
capture_coefficient = 1e-14
pulse_length = 1e-3

thermal_voltage = kB * temperature / q
debye = np.sqrt(eps * thermal_voltage / (q * N))
n1 = emission_rate / capture_coefficient
log_ratio = np.log(N / n1)
tau_pulse = emission_rate * pulse_length

step = 0.02
x = np.arange(0.0, 42.0 + step / 2, step)


def occupancy(s, tau):
    """Trap filling after time tau/e_n from empty, with s = ln(n/n1)."""
    y = np.exp(s)
    return y / (1 + y) * (1 - np.exp(-(1 + y) * tau))


def solve_poisson(barrier, ratio, filling):
    """Solve -u'' + exp(u) = 1 + ratio*(1-f); filling maps u to f."""
    width = np.sqrt(2 * (barrier - 1))
    u = -0.5 * np.clip(width - x, 0, None) ** 2
    u[0], u[-1] = -barrier, 0.0
    for outer in range(80):
        previous = u.copy()
        fixed_charge = 1 + ratio * (1 - filling(u))
        for newton in range(200):
            inner = u[1:-1]
            electrons = np.exp(inner)
            residual = (-(u[:-2] - 2 * inner + u[2:]) / step**2
                        + electrons - fixed_charge[1:-1])
            bands = np.full((3, inner.size), -1 / step**2)
            bands[1] = 2 / step**2 + electrons
            change = solve_banded((1, 1), bands, -residual)
            u[1:-1] += change
            if np.max(np.abs(change)) < 1e-7:
                break
        else:
            raise AssertionError("Newton iteration did not converge")
        if outer > 0 and np.max(np.abs(u - previous)) < 1e-7:
            return u
    raise AssertionError("trap filling did not converge")


def capacitance_width(u):
    """eps*A/C in units of L, from linear response with frozen traps."""
    size = u.size - 2
    bands = np.full((3, size), -1 / step**2)
    bands[1] = 2 / step**2 + np.exp(u[1:-1])
    source = np.zeros(size)
    source[0] = 1 / step**2
    response = solve_banded((1, 1), bands, source)
    return step / (1 - response[0])


def simulate(volts_R, volts_P, ratio, tau):
    """Widths just after the pulse, in final steady state, and in the pulse."""
    b_R, b_P = volts_R / thermal_voltage, volts_P / thermal_voltage
    u_pulse = solve_poisson(b_P, ratio, lambda u: occupancy(u + log_ratio, tau))
    frozen = occupancy(u_pulse + log_ratio, tau)
    u_start = solve_poisson(b_R, ratio, lambda u: frozen)
    u_final = solve_poisson(b_R, ratio,
                            lambda u: occupancy(u + log_ratio, np.inf))
    return tuple(capacitance_width(u) for u in (u_start, u_final, u_pulse))


def edge_distance(tau):
    """Edge distance in units of L; tau = inf gives the steady state."""
    return np.sqrt(2 * (log_ratio - 1 - exp1(tau)))


def weight(w_R, w_P, lam_R, lam_P):
    """(x_R^2 - x_P^2)/W_R^2."""
    return ((w_R - lam_R)**2 - max(w_P - lam_P, 0.0)**2) / w_R**2


lam = edge_distance(np.inf)
lam_P = edge_distance(tau_pulse)

# Filling law against direct integration of the rate equation
for s in (-1.0, 2.0, 4.0):
    for tau in (0.05, 1.0):
        path = solve_ivp(lambda t, f: np.exp(s) * (1 - f) - f, (0, tau), [0.0],
                         rtol=1e-9, atol=1e-11)
        assert abs(path.y[0, -1] - occupancy(s, tau)) < 1e-6

# Equal-area position of the filling edge against the exponential integral
for tau in (0.005, 0.05, 0.5, 2.0):
    missing = quad(lambda s: 1 - occupancy(s, tau), 0, 30, limit=200)[0]
    excess = quad(lambda s: occupancy(s, tau), -40, 0, limit=200)[0]
    assert abs(missing - excess - exp1(tau)) < 1e-6

# Width and edge distance without ionized traps
u_clean = solve_poisson(barrier_R / thermal_voltage, 0.0, np.ones_like)
w_clean = capacitance_width(u_clean)
w_formula = np.sqrt(2 * (barrier_R / thermal_voltage - 1))
x_cross = np.interp(-log_ratio, u_clean[:1800], x[:1800])
lam_numeric = w_clean - x_cross
assert abs(w_clean / w_formula - 1) < 1e-3
assert abs(lam_numeric / lam - 1) < 2e-3

# Main example: recover the input density from simulated capacitances
ratio = trap_density / N
w_0, w_R, w_P = simulate(barrier_R, barrier_P, ratio, tau_pulse)
signal = 1 - w_R / w_0
full_weight = weight(w_R, w_P, lam, lam_P)
N_full = 2 * N * signal / full_weight
N_common = 2 * N * signal / weight(w_R, w_P, lam, lam)
N_no_edge = 2 * N * signal / weight(w_R, w_P, 0.0, 0.0)
N_simplest = 2 * N * signal
assert abs(N_full / trap_density - 1) < 0.01
assert abs(N_common / trap_density - 1) > 0.02
assert N_simplest < N_no_edge < 0.8 * trap_density

# Other pulse lengths, including one long enough for steady filling
scan = []
for duration in (1e-4, 1e-2, 1.0):
    tau = emission_rate * duration
    a, b, c = simulate(barrier_R, barrier_P, ratio, tau)
    s_scan = 1 - b / a
    lp = edge_distance(tau)
    found = 2 * N * s_scan / weight(b, c, lam, lp)
    assert abs(found / trap_density - 1) < 0.01
    scan.append((duration, lp, s_scan, found))

# Pulse that nearly removes the barrier: all traps in the layer are filled
full_pulse_barrier = 0.05
a, b, c = simulate(barrier_R, full_pulse_barrier, ratio, tau_pulse)
assert c < lam_P
fill_signal = 1 - b / a
N_complete = 2 * N * fill_signal / weight(b, c, lam, lam_P)
assert abs(N_complete / trap_density - 1) < 0.01

# Large transient: unexpanded relation holds, small-signal relation does not
large_ratio = 0.2
a, b, c = simulate(barrier_R, barrier_P, large_ratio, np.inf)
large_weight = weight(b, c, lam, lam)
large_unexpanded = ((a / b)**2 - 1) / large_weight
large_linear = 2 * (1 - b / a) / large_weight
assert abs(large_unexpanded / large_ratio - 1) < 0.015
assert abs(large_linear / large_ratio - 1) > 0.03

um = debye * 1e6
C_R, C_0, C_P = (eps * area / (w * debye) for w in (w_R, w_0, w_P))
print(f"Relative permittivity: {eps / epsilon_0:.1f}")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal voltage kT/q: {thermal_voltage * 1e3:.2f} mV")
print(f"Bulk electron density N: {N * 1e-6:.2e} cm^-3")
print(f"Input trap density N_T: {trap_density * 1e-6:.3e} cm^-3")
print(f"Junction area: {area * 1e6:.1f} mm^2")
print(f"Barrier, reverse / pulse: {barrier_R:.1f} / {barrier_P:.1f} V")
print(f"Emission rate e_n: {emission_rate:.0f} s^-1")
print(f"Capture coefficient c_n: {capture_coefficient * 1e6:.1e} cm^3/s")
print(f"Pulse length: {pulse_length * 1e3:.1f} ms")
print(f"e_n t_p: {tau_pulse:.3f}")
print(f"E1(e_n t_p): {exp1(tau_pulse):.4f}")
print(f"n1 = e_n/c_n: {n1 * 1e-6:.2e} cm^-3")
print(f"ln(N/n1): {log_ratio:.4f}")
print(f"Debye length L: {um:.4f} um")
print(f"Edge distance lambda, formula: {lam * um:.4f} um")
print(f"Edge distance lambda, Poisson solution: {lam_numeric * um:.4f} um")
print(f"Pulse edge distance lambda_P: {lam_P * um:.4f} um")
print(f"W_R from capacitance: {w_R * um:.4f} um")
print(f"W_P from capacitance: {w_P * um:.4f} um")
print(f"x_R: {(w_R - lam) * um:.4f} um")
print(f"x_P: {(w_P - lam_P) * um:.4f} um")
print(f"C_R: {C_R * 1e12:.4f} pF")
print(f"C_P: {C_P * 1e12:.4f} pF")
print(f"Delta C: {(C_0 - C_R) * 1e15:.4f} fF")
print(f"-Delta C/C_R: {signal:.4e}")
print(f"(x_R^2-x_P^2)/W_R^2: {full_weight:.4f}")
print(f"N_T, full formula: {N_full * 1e-6:.4e} cm^-3")
print(f"N_T, same lambda at both biases: {N_common * 1e-6:.4e} cm^-3")
print(f"N_T, no edge distances: {N_no_edge * 1e-6:.4e} cm^-3")
print(f"N_T, simplest 2N|Delta C|/C_R: {N_simplest * 1e-6:.4e} cm^-3")
for duration, lp, s_scan, found in scan:
    print(f"Pulse {duration * 1e3:.1f} ms: lambda_P {lp * um:.4f} um, "
          f"-Delta C/C_R {s_scan:.4e}, N_T {found * 1e-6:.4e} cm^-3")
print(f"Complete filling, pulse barrier: {full_pulse_barrier:.2f} V")
print(f"Complete filling, -Delta C/C_R: {fill_signal:.4e}")
print(f"Complete filling, N_T: {N_complete * 1e-6:.4e} cm^-3")
print(f"Large transient, input N_T/N: {large_ratio:.3f}")
print(f"Large transient, unexpanded N_T/N: {large_unexpanded:.4f}")
print(f"Large transient, small-signal N_T/N: {large_linear:.4f}")
print("done: every assertion held")
```

Output:

```
Relative permittivity: 11.7
Temperature: 250 K
Thermal voltage kT/q: 21.54 mV
Bulk electron density N: 1.00e+15 cm^-3
Input trap density N_T: 1.000e+12 cm^-3
Junction area: 1.0 mm^2
Barrier, reverse / pulse: 6.0 / 2.0 V
Emission rate e_n: 50 s^-1
Capture coefficient c_n: 1.0e-08 cm^3/s
Pulse length: 1.0 ms
e_n t_p: 0.050
E1(e_n t_p): 2.4679
n1 = e_n/c_n: 5.00e+09 cm^-3
ln(N/n1): 12.2061
Debye length L: 0.1180 um
Edge distance lambda, formula: 0.5587 um
Edge distance lambda, Poisson solution: 0.5587 um
Pulse edge distance lambda_P: 0.4934 um
W_R from capacitance: 2.7796 um
W_P from capacitance: 1.5991 um
x_R: 2.2209 um
x_P: 1.1057 um
C_R: 37.2693 pF
C_P: 64.7811 pF
Delta C: -8.9588 fF
-Delta C/C_R: 2.4038e-04
(x_R^2-x_P^2)/W_R^2: 0.4801
N_T, full formula: 1.0013e+12 cm^-3
N_T, same lambda at both biases: 9.6484e+11 cm^-3
N_T, no edge distances: 7.1860e+11 cm^-3
N_T, simplest 2N|Delta C|/C_R: 4.8076e+11 cm^-3
Pulse 0.1 ms: lambda_P 0.4249 um, -Delta C/C_R 2.3016e-04, N_T 1.0009e+12 cm^-3
Pulse 10.0 ms: lambda_P 0.5446 um, -Delta C/C_R 2.4750e-04, N_T 1.0012e+12 cm^-3
Pulse 1000.0 ms: lambda_P 0.5587 um, -Delta C/C_R 2.4933e-04, N_T 1.0008e+12 cm^-3
Complete filling, pulse barrier: 0.05 V
Complete filling, -Delta C/C_R: 3.1972e-04
Complete filling, N_T: 1.0017e+12 cm^-3
Large transient, input N_T/N: 0.200
Large transient, unexpanded N_T/N: 0.2003
Large transient, small-signal N_T/N: 0.1869
done: every assertion held
```
